# Why a Mask Edge Is Not Always Imaged at Half Intensity: test program

```python
# Result under test: the image intensity at a geometric mask edge, relative to
# a large clear area, is 1/4 for on-axis coherent light and an even pupil,
# 1/2 for incoherent light, and for an ideal lens with a disc source of radius
# sigma it runs from 1/4 through 1/3 (sigma = 1) to 1/2 (sigma -> infinity).
# Symbols: x = position in units of wavelength/NA, mask clear for x > 0;
# (sx, sy) = source point and (q, sy) = pupil point in units of NA/wavelength;
# a = sqrt(1 - sy^2) = half-width of the pupil chord crossed by the spectrum.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import sici

PI = np.pi
GL_X, GL_W = np.polynomial.legendre.leggauss(80)


def log_square_integral(u):
    """Integral from 0 to u of ln^2|(1+t)/(1-t)| dt, by smooth substitution."""
    top = 60.0
    v = top if abs(u - 1) < 1e-14 else min(top, np.log((1 + u) / abs(1 - u)))
    inside = lambda t: t**2 / (2 * np.cosh(t / 2)**2)
    outside = lambda t: t**2 / (2 * np.sinh(t / 2)**2)
    if u <= 1:
        return quad(inside, 0, v)[0]
    return quad(inside, 0, top)[0] + quad(outside, v, top)[0]


def disc_edge_intensity(sigma):
    """Derived law for the edge intensity with a uniform disc source."""
    m = min(sigma, 1.0)

    def chord(y):
        a = np.sqrt(1 - y * y)
        reach = np.sqrt(max(sigma**2 - y * y, 0.0))
        return a * log_square_integral(reach / a)
    return 0.25 + quad(chord, 0, m)[0] / (PI**3 * m * m)


# Explicit diffraction orders of a grating with a very long period.
PERIOD = 2000
N_MAX = 4 * PERIOD
orders = np.arange(-N_MAX, N_MAX + 1)
coeff = np.zeros(len(orders), complex)
odd = orders % 2 != 0
coeff[odd] = 1 / (1j * PI * orders[odd])
coeff[orders == 0] = 0.5
running = np.concatenate([[0], np.cumsum(coeff)])


def order_sum_disc(sigma, m=1000):
    """Edge intensity by summing transmitted orders for each source point."""
    g = (np.arange(m) + 0.5) / m * 2 * sigma - sigma
    sx, sy = np.meshgrid(g, g)
    keep = (sx**2 + sy**2 < sigma**2) & (abs(sy) < 1)
    sx, sy = sx[keep], sy[keep]
    a = np.sqrt(1 - sy**2)
    low = np.ceil((-a - sx) * PERIOD).astype(int) + N_MAX
    high = np.floor((a - sx) * PERIOD).astype(int) + N_MAX
    field = running[high + 1] - running[low]
    return np.sum(abs(field)**2) / np.sum(sx**2 + sy**2 < 1)


def edge_field(x, sx, a):
    """Closed-form edge field, illumination phase removed, for |sx| < a."""
    z = max(abs(x), 1e-9)
    p, m = 2 * PI * (a + sx), 2 * PI * (a - sx)
    real = 0.5 + (sici(p * x)[0] + sici(m * x)[0]) / (2 * PI)
    return real + 1j * (sici(p * z)[1] - sici(m * z)[1]) / (2 * PI)


def pupil_field(pupil, sx, sy, x=0.0):
    """Edge field for any smooth pupil function, by principal-value integral."""
    a = np.sqrt(1 - sy**2)
    q = a * GL_X
    g0 = pupil(sx, sy)
    g = pupil(q, sy) * np.exp(2j * PI * (q - sx) * x)
    smooth = np.sum(a * GL_W * (g - g0) / (q - sx))
    return g0 / 2 + (smooth + g0 * np.log((a - sx) / (a + sx))) / (2j * PI)


def disc_source(sigma, nr=12, nphi=32):
    t, w = np.polynomial.legendre.leggauss(nr)
    r = sigma * (t + 1) / 2
    phi = 2 * PI * (np.arange(nphi) + 0.5) / nphi
    weight = np.repeat(w * r, nphi)
    return (np.outer(r, np.cos(phi)).ravel(), np.outer(r, np.sin(phi)).ravel(),
            weight / weight.sum())


# --- Off-axis coherent beam: real-space integral against the logarithm ---
tilt = 0.5
wm, wp = 2 * PI * (1 - tilt), 2 * PI * (1 + tilt)
tail = lambda u: 1 / (2 * PI * u)
osc = lambda kind, w: quad(tail, 1, np.inf, weight=kind, wvar=w)[0]
h_ideal = lambda u: 2 * np.sinc(2 * u)
re_part = quad(lambda u: h_ideal(u) * np.cos(2 * PI * tilt * u), 0, 1)[0]
im_part = quad(lambda u: h_ideal(u) * np.sin(2 * PI * tilt * u), 0, 1)[0]
re_part += osc('sin', wp) + osc('sin', wm)
im_part += osc('cos', wm) - osc('cos', wp)
tilt_log = np.log((1 + tilt) / (1 - tilt))
assert abs(re_part - 0.5) < 1e-6
assert abs(im_part - tilt_log / (2 * PI)) < 1e-6
tilt_intensity = re_part**2 + im_part**2

# --- Even and odd aberrations in the two limits (slit pupil) ---
even_phase = lambda q: np.exp(2j * PI * 0.3 * q**2)
odd_phase = lambda q: np.exp(2j * PI * 0.05 * q**3)
passed = abs(orders) <= PERIOD
f_pass = orders[passed] / PERIOD
coh = [abs(np.sum(coeff[passed] * p(f_pass)))**2
       for p in (even_phase, odd_phase)]
qn, qw = np.polynomial.legendre.leggauss(200)
xs = (np.arange(-1000, 1000) + 0.5) * 0.02
kernel = np.exp(2j * PI * np.outer(xs, qn))
inc = []
for p in (even_phase, odd_phase):
    spread = abs(kernel @ (qw * p(qn)))**2
    inc.append(spread[xs < 0].sum() / spread.sum())
assert abs(coh[0] - 0.25) < 1e-9 and abs(inc[0] - 0.5) < 1e-9
assert abs(coh[1] - 0.25) > 0.01 and abs(inc[1] - 0.5) > 0.01
pv_odd = abs(pupil_field(lambda q, y: odd_phase(q), 0.0, 0.0))**2
assert abs(coh[1] - pv_odd) < 1e-3

# --- Disc-source law against explicit sums over orders and source points ---
sigmas = [0.1, 0.3, 0.5, 0.7, 1.0, 2.0, 200.0]
law = {s: disc_edge_intensity(s) for s in sigmas}
summed = {s: order_sum_disc(s) for s in (0.5, 1.0, 2.0)}
for s in summed:
    assert abs(summed[s] - law[s]) < 3e-3
assert abs(law[1.0] - 1 / 3) < 1e-6
assert abs(law[200.0] - 0.5) < 1e-3
assert all(law[p] < law[n] for p, n in zip(sigmas, sigmas[1:]))
assert abs((law[0.1] - 0.25) * 4 * PI**2 / 0.1**2 - 1) < 0.02
bright_integral = log_square_integral(1.0)
total_integral = log_square_integral(1e9)
assert abs(bright_integral - PI**2 / 3) < 1e-6
assert abs(total_integral - PI**2) < 1e-6
bright_share = 0.25 + bright_integral / (4 * PI**2)
dark_share = (total_integral - bright_integral) / (4 * PI**2)

# --- Worked example: rough values typical of KrF projection lithography ---
wavelength, NA, sigma, opening = 248.0, 0.6, 0.5, 1000.0   # nm, -, -, nm
unit = wavelength / NA
SX, SY, SW = disc_source(sigma)
CH = np.sqrt(1 - SY**2)


def image(x, width=None, leak=0.0):
    """Image of an edge, or of an opening from 0 to width; leak = absorber."""
    b = edge_field(x, SX, CH)
    if width is not None:
        b = b - edge_field(x - width, SX, CH)
    return np.sum(SW * abs((1 + leak) * b - leak)**2)


clear_pupil = lambda q, y: 1.0 + 0 * q
for x in (-0.21, 0.37):
    for s, y in ((0.31, 0.2), (-0.43, 0.1)):
        direct = pupil_field(clear_pupil, s, y, x)
        assert abs(direct - edge_field(x, s, np.sqrt(1 - y * y))) < 1e-8
I0 = image(0.0)
assert abs(I0 - law[sigma]) < 1e-6
slope = 2 * np.sum(SW * CH)
step = 1e-3
assert abs((image(step) - image(-step)) / (2 * step) - slope) < 1e-3
x_coh = brentq(lambda x: abs(edge_field(x, 0.0, 1.0))**2 - 0.5, 0, 0.3)
x_half = brentq(lambda x: image(x) - 0.5, 0, 0.3)
assert x_half > 0
w_red = opening / unit
x_slot = brentq(lambda x: image(x, w_red) - 0.5, -0.1, 0.3)
x_slot0 = brentq(lambda x: image(x, w_red) - I0, -0.1, 0.3)
width_half = opening - 2 * x_slot * unit
width_I0 = opening - 2 * x_slot0 * unit
assert width_half < opening - 50 and abs(width_I0 - opening) < 20

# --- Sizes of neglected effects, one at a time, with assumed rough strengths ---
defocus, coma, n_resist = 300.0, 0.01, 1.75     # nm, waves, -
blur, flare, near_width, layer, leak_I = 20.0, 0.02, 250.0, 5.0, 0.06


def general_edge(pupils):
    top = bottom = 0.0
    for s, y, w in zip(SX, SY, SW):
        for p in pupils:
            top += w * abs(pupil_field(p, s, y))**2
            bottom += w * abs(p(s, y))**2
    return top / bottom


cos_air = lambda q, y, na: np.sqrt(1 - na**2 * (q**2 + y**2))
defocus_pupil = lambda q, y: np.exp(
    2j * PI * defocus / wavelength * (cos_air(q, y, NA) - 1))
coma_pupil = lambda q, y: np.exp(2j * PI * coma * (3 * (q*q + y*y) - 2) * q)
radiometric = lambda q, y: np.sqrt(cos_air(q, y, NA/4) / cos_air(q, y, NA))
k = NA / n_resist
bend = lambda q, y: 1 / (1 + cos_air(q, y, k))
vector_pupils = [
    lambda q, y: 1 - k*k * q*q * bend(q, y),
    lambda q, y: -k*k * q*y * bend(q, y),
    lambda q, y: -k * q,
    lambda q, y: -k*k * q*y * bend(q, y),
    lambda q, y: 1 - k*k * y*y * bend(q, y),
    lambda q, y: -k * y + 0 * q]
gh_x, gh_w = np.polynomial.hermite_e.hermegauss(20)
blurred = sum(w * image(t * blur / unit) for t, w in zip(gh_x, gh_w))
effects = {
    f"defocus {defocus:.0f} nm": general_edge([defocus_pupil]),
    f"balanced coma +{coma} waves": general_edge([coma_pupil]),
    f"balanced coma -{coma} waves": general_edge(
        [lambda q, y: np.conj(coma_pupil(q, y))]),
    "radiometric weighting, 4x reduction": general_edge([radiometric]),
    f"vector field, resist index {n_resist}": general_edge(vector_pupils),
    f"resist blur, std {blur:.0f} nm": blurred / gh_w.sum(),
    f"flare {100*flare:.0f} %, half-open mask": (1-flare)*I0 + flare/2,
    f"second edge at {near_width:.0f} nm": image(0.0, near_width / unit),
    f"mask-edge layer {layer:.0f} nm at wafer": image(-layer / unit),
    f"phase-reversed absorber, {100*leak_I:.0f} %": image(
        0.0, leak=np.sqrt(leak_I))}
assert abs(general_edge([clear_pupil]) - I0) < 1e-8
assert max(effects.values()) < 0.4

print("Intensities are relative to a large clear area (dimensionless)")
print(f"Coherent on-axis, even aberration: {coh[0]:.6f}")
print(f"Coherent on-axis, odd aberration:  {coh[1]:.4f}")
print(f"Incoherent, even aberration:       {inc[0]:.6f}")
print(f"Incoherent, odd aberration:        {inc[1]:.4f}")
print("  (even: 0.3 q^2 waves; odd: 0.05 q^3 waves; slit pupil)")
print(f"Tilted coherent beam, s = {tilt}: Re B = {re_part:.5f}")
print(f"  Im B = {im_part:.5f}, intensity = {tilt_intensity:.5f}")
for s in sigmas:
    extra = f", order sum {summed[s]:.4f}" if s in summed else ""
    print(f"Disc source sigma = {s:g}: edge intensity {law[s]:.5f}{extra}")
print(f"Incoherent limit, bright-field share: {bright_share:.5f}")
print(f"Incoherent limit, dark-field share:   {dark_share:.5f}")
print(f"Example: wavelength {wavelength:.0f} nm, NA {NA}, sigma {sigma}")
print(f"Length unit wavelength/NA: {unit:.1f} nm")
print(f"Edge intensity I(0): {I0:.4f}")
print(f"Mean chord half-width <a>: {slope/2:.4f}")
print(f"Edge slope: {slope:.4f} per unit = {slope/unit:.5f} per nm")
print(f"Half-intensity point, coherent: {x_coh:.4f} unit = {x_coh*unit:.1f} nm")
print(f"Half-intensity point, example: {x_half:.4f} unit = {x_half*unit:.1f} nm")
print(f"Straight-line estimate of it: {(0.5-I0)/slope*unit:.1f} nm")
print(f"Mask opening (wafer scale): {opening:.0f} nm")
print(f"Printed width at threshold 0.5: {width_half:.1f} nm")
print(f"Printed width at threshold I(0): {width_I0:.1f} nm")
print(f"Clear-area dose / threshold dose for edge in place: {1/I0:.2f}")
print("Edge intensity with one neglected effect added, and its change:")
for name, value in effects.items():
    print(f"  {name}: {value:.4f} ({value - I0:+.4f})")
print("all assertions hold")
```

Output:

```
Intensities are relative to a large clear area (dimensionless)
Coherent on-axis, even aberration: 0.250000
Coherent on-axis, odd aberration:  0.2843
Incoherent, even aberration:       0.500000
Incoherent, odd aberration:        0.5665
  (even: 0.3 q^2 waves; odd: 0.05 q^3 waves; slit pupil)
Tilted coherent beam, s = 0.5: Re B = 0.50000
  Im B = 0.17485, intensity = 0.28057
Disc source sigma = 0.1: edge intensity 0.25025
Disc source sigma = 0.3: edge intensity 0.25239
Disc source sigma = 0.5: edge intensity 0.25727, order sum 0.2573
Disc source sigma = 0.7: edge intensity 0.26684
Disc source sigma = 1: edge intensity 0.33333, order sum 0.3335
Disc source sigma = 2: edge intensity 0.45356, order sum 0.4533
Disc source sigma = 200: edge intensity 0.49957
Incoherent limit, bright-field share: 0.33333
Incoherent limit, dark-field share:   0.16667
Example: wavelength 248 nm, NA 0.6, sigma 0.5
Length unit wavelength/NA: 413.3 nm
Edge intensity I(0): 0.2573
Mean chord half-width <a>: 0.9677
Edge slope: 1.9354 per unit = 0.00468 per nm
Half-intensity point, coherent: 0.1061 unit = 43.9 nm
Half-intensity point, example: 0.1084 unit = 44.8 nm
Straight-line estimate of it: 51.8 nm
Mask opening (wafer scale): 1000 nm
Printed width at threshold 0.5: 911.3 nm
Printed width at threshold I(0): 1000.9 nm
Clear-area dose / threshold dose for edge in place: 3.89
Edge intensity with one neglected effect added, and its change:
  defocus 300 nm: 0.2717 (+0.0144)
  balanced coma +0.01 waves: 0.2441 (-0.0132)
  balanced coma -0.01 waves: 0.2708 (+0.0135)
  radiometric weighting, 4x reduction: 0.2561 (-0.0012)
  vector field, resist index 1.75: 0.2625 (+0.0052)
  resist blur, std 20 nm: 0.2652 (+0.0079)
  flare 2 %, half-open mask: 0.2621 (+0.0049)
  second edge at 250 nm: 0.3237 (+0.0665)
  mask-edge layer 5 nm at wafer: 0.2344 (-0.0229)
  phase-reversed absorber, 6 %: 0.1538 (-0.1035)
all assertions hold
```
